# When Bardeen's tunnelling matrix element does not depend on its surface

**Q.** Bardeen's matrix element is an integral over a surface drawn somewhere between tip and sample. Nature draws no such surface. Why should I trust a quantity that seems to depend on where I put my pencil?

**A.** Let us first fix what is being integrated. I use atomic units in the algebra. There are two model problems, one for each electrode alone:

$$\left(-\tfrac12\nabla^2+U_S\right)\psi=E_S\psi,\qquad \left(-\tfrac12\nabla^2+U_T\right)\chi=E_T\chi .$$

Here $\psi$ is a bound state of the sample and $\chi$ one of the tip. The potentials are real and local, and there is no magnetic field. Let $S$ be a surface separating the electrodes, with unit normal $\mathbf n$ pointing from sample to tip. Then

$$M(S)=\int_S \mathbf J\cdot\mathbf n\,dS,\qquad \mathbf J=\tfrac12\left(\chi^*\nabla\psi-\psi\nabla\chi^*\right).$$

In ordinary units the factor $\tfrac12$ becomes $\hbar^2/2m$. Your question is whether $M(S)$ changes when $S$ moves.

**Q.** Before that, why is this integral a tunnelling amplitude at all? A matrix element should be a volume integral with a Hamiltonian in it.

**A.** It is one. Let the real junction have $H=-\tfrac12\nabla^2+U$, with $U=U_S$ on the sample side and in the gap, and $U=U_T$ on the tip side and in the gap. Both statements can hold only if $U_S=U_T$ in the gap. Take $E_S=E_T=E$ and consider $\langle\chi|H-E|\psi\rangle$.

Since $(H-E)\psi=(U-U_S)\psi$, the integrand vanishes on the sample side of $S$. Call the region on the tip side $T$. There $U=U_T$, so $(H-E)\chi^*=0$, and I may subtract $\psi(H-E)\chi^*$ without changing anything:

$$\langle\chi|H-E|\psi\rangle=\int_T\left[\chi^*(H-E)\psi-\psi(H-E)\chi^*\right]dV .$$

The terms with $U-E$ cancel, which leaves the kinetic terms:

$$\langle\chi|H-E|\psi\rangle=-\tfrac12\int_T\left(\chi^*\nabla^2\psi-\psi\nabla^2\chi^*\right)dV=-\oint_{\partial T}\mathbf J\cdot d\mathbf S_{\rm out}.$$

The last step is Gauss's theorem. The far boundary contributes nothing because bound states vanish there. On $S$ the outward normal of $T$ points back to the sample, so it is $-\mathbf n$. The two minus signs give $+\int_S\mathbf J\cdot\mathbf n\,dS=M(S)$.

The sign makes sense. If both functions are positive in the gap, $\psi$ falls and $\chi$ rises along $\mathbf n$, so $M<0$. The in-phase combination is lowered in energy, as a bond should be.

**Q.** "Lowered in energy" is a claim about levels. Can you connect $M$ to something measurable?

**A.** Yes, to leading order in the tails. Try $\Phi=a\psi+b\chi$ with energy $E+\delta$, and project $(H-E-\delta)\Phi=0$ on $\chi$ and on $\psi$:

$$a\left(M-\delta\langle\chi|\psi\rangle\right)+b\left(\langle\chi|U-U_T|\chi\rangle-\delta\right)=0,$$
$$a\left(\langle\psi|U-U_S|\psi\rangle-\delta\right)+b\left(M^*-\delta\langle\psi|\chi\rangle\right)=0 .$$

The element $\langle\psi|H-E|\chi\rangle$ equals $M^*$ because $H$ is Hermitian and $E$ is real. The diagonal terms contain the square of a tail inside the other electrode, and $\delta\langle\chi|\psi\rangle$ is a product of two small quantities. Dropping both leaves $aM=b\delta$ and $bM^*=a\delta$, hence $\delta^2=|M|^2$. Two resonant levels split by $2|M|$. A level splitting cannot depend on your pencil, so if $M$ did, something would be wrong.

**Q.** That is a plausibility argument. Show me directly that the surface may be moved.

**A.** Take the divergence of $\mathbf J$. The product rule gives two terms $\nabla\chi^*\cdot\nabla\psi$ with opposite signs, which cancel:

$$\nabla\cdot\mathbf J=\tfrac12\left(\chi^*\nabla^2\psi-\psi\nabla^2\chi^*\right).$$

The Schrödinger equations say $\nabla^2\psi=2(U_S-E_S)\psi$ and $\nabla^2\chi^*=2(U_T-E_T)\chi^*$. Inserting them,

$$\nabla\cdot\mathbf J=\chi^*\left[(U_S-U_T)-(E_S-E_T)\right]\psi .$$

Now let $S_1$ and $S_2$ be two surfaces, $S_2$ nearer the tip, with the region $\Omega$ between them. The outward normal of $\Omega$ is $+\mathbf n$ on $S_2$ and $-\mathbf n$ on $S_1$. If nothing leaves through the sides, Gauss's theorem gives

$$M(S_2)-M(S_1)=\int_\Omega\chi^*\left[(U_S-U_T)-(E_S-E_T)\right]\psi\,dV .$$

I will call this the drift law. When $E_S=E_T$ and $U_S=U_T$ throughout $\Omega$, the right side is zero and $M(S_2)=M(S_1)$. The shape of the surfaces never entered.

**Q.** I was told that equal energy is enough, as long as the surface stays in the vacuum gap.

**A.** It is not enough. The drift law has two brackets, and equal energy removes one of them. The two model potentials must also coincide in the region swept. "Vacuum" does not guarantee that: a bias field or an image potential lives in the vacuum, and it may have been put into one model problem and not into the other. The common potential need not be flat, however. Any shape will do if both states feel it.

**Q.** And the sides? You waved them away.

**A.** There are two usual situations. If at least one state is localised laterally and the other stays bounded, $\mathbf J$ dies out sideways and the side walls can be taken to infinity. If instead $\mathbf J$ is laterally periodic, use surfaces that repeat with the same period and take $\Omega$ over one period; the fluxes through opposite walls are then equal and cancel. A tilted plane does not repeat in this way, and its flux per period can differ if $\mathbf J$ has a lateral component.

**Q.** What if my two surfaces cross, so that neither is nearer the tip?

**A.** Choose a third surface in the gap that lies on the tip side of both. Each of yours gives the same $M$ as the third, so they agree with each other.

**Q.** The algebra is clean, but what is being conserved? $\mathbf J$ is not the current of any state.

**A.** It is a mixed current. Attach the time factors, so that $\chi^*\psi$ varies as $e^{i(E_T-E_S)t}$, and define $\mathbf j=-i\mathbf J$, which has the form of the usual probability current but with two different states. With a common potential, the divergence above gives

$$\nabla\cdot\mathbf j=-i(E_T-E_S)\chi^*\psi=-\frac{\partial}{\partial t}(\chi^*\psi).$$

This is a continuity equation. At equal energies the mixed density is stationary, so as much mixed current enters a slab of the gap as leaves it. At unequal energies the density oscillates and the slab takes up or gives off the difference.

**Q.** Give me a case where I can see the position cancel.

**A.** Take a flat barrier of width $d$ in one dimension, with $\psi=Ae^{-\kappa_Sz}$ and $\chi=Be^{-\kappa_T(d-z)}$, $A$ and $B$ real. Then $\psi'=-\kappa_S\psi$ and $\chi'=+\kappa_T\chi$, so

$$M(z)=-\tfrac12(\kappa_S+\kappa_T)AB\,e^{-\kappa_Sz-\kappa_T(d-z)} .$$

For $\kappa_S=\kappa_T=\kappa$ the exponent is $-\kappa d$ and $z$ is gone: what $\psi$ loses on the way to the tip, $\chi$ gains. For unequal decay constants,

$$\frac{M(z_2)}{M(z_1)}=e^{(\kappa_T-\kappa_S)(z_2-z_1)} .$$

What matters for the decay is the barrier height above the level, $U-E$. A difference in potential therefore does the same damage as a difference in energy.

**Q.** One dimension has no curved surfaces. A real tip ends in an atom.

**A.** Then take two wells of zero range, one at the origin for a sample site and one at height $d$ for the apex atom. Each alone binds one state of energy $-\kappa^2/2$,

$$\chi=N\frac{e^{-\kappa R}}{R},\qquad N=\sqrt{\frac{\kappa}{2\pi}},$$

where $R$ is the distance from its own centre. The norm is $4\pi N^2\int_0^\infty e^{-2\kappa R}dR=4\pi N^2/(2\kappa)=1$. Away from the centre $\nabla^2\chi=\kappa^2\chi$. At the centre the $1/R$ singularity adds a point source, since $\nabla^2(1/R)=-4\pi\delta$:

$$\nabla^2\chi=\kappa^2\chi-4\pi N\,\delta(\mathbf r-\mathbf r_T).$$

Let $S$ be any surface between the centres and $T$ the region above it. There $\psi$ is regular and $\nabla^2\psi=\kappa^2\psi$. As before, $M=-\oint_{\partial T}\mathbf J\cdot d\mathbf S_{\rm out}$, so

$$M=-\tfrac12\int_T\left(\chi\nabla^2\psi-\psi\nabla^2\chi\right)dV=-2\pi N\psi(\mathbf r_T).$$

The $\kappa^2$ terms cancelled and the source remained. With $\psi(\mathbf r_T)=Ne^{-\kappa d}/d$ and $2\pi N^2=\kappa$,

$$M=-\frac{\kappa e^{-\kappa d}}{d}.$$

The surface has disappeared from the answer. If the plane is raised beyond the tip centre, the region above it contains no source and the same calculation gives zero. The invariance stops when the surface crosses the electrode.

**Q.** Put in numbers, and do the surface integral honestly.

**A.** Take a binding energy of 4.5 eV and $d=8$ Å. With $\hbar^2/2m=3.810$ eV Å$^2$,

$$\kappa=\sqrt{4.5/3.810}=1.087\ \text{Å}^{-1},\qquad \kappa d=8.69 .$$

One atomic-unit factor $\tfrac12$ stands for $\hbar^2/2m$, so the formula reads

$$M=-2\,\frac{\hbar^2}{2m}\,\frac{\kappa e^{-\kappa d}}{d}=-\frac{2(3.810)(1.087)(1.675\times10^{-4})}{8}\ \text{eV}=-1.734\times10^{-4}\ \text{eV}.$$

Direct quadrature of the flux was done on planes at 2, 4 and 6 Å, on a tilted plane of slope 0.2, on a dome rising 2.5 Å above the mid-plane, and on a surface rippled by up to 1 Å. All six integrals give $-1.734283\times10^{-4}$ eV, the closed-form value to every digit printed. On a plane 2 Å beyond the tip centre the integral is zero to rounding.

**Q.** All of those use the same two orbitals. Does the joint problem agree?

**A.** It can be solved separately. Near its centre the isolated orbital behaves as $1/R-\kappa$, and this ratio of constant to singular part defines the well. For both wells together try $e^{-kR_1}/R_1\pm e^{-kR_2}/R_2$. Near centre 1 this is $1/R_1-k\pm e^{-kd}/d$, so

$$k-\kappa=\pm\frac{e^{-kd}}{d}.$$

To first order $k=\kappa\pm e^{-\kappa d}/d$, and the energies $-k^2/2$ are $-\kappa^2/2\mp\kappa e^{-\kappa d}/d$. Half the splitting is $|M|$, with the even state lower. Solving the equation numerically without that expansion gives a half-splitting of $1.734283\times10^{-4}$ eV.

**Q.** Now a working junction. In lithography you apply volts across less than a nanometre. Your flat barrier is fiction there.

**A.** Then let the barrier tilt. Consider the removal of hydrogen from a hydrogen-terminated silicon surface by a tunnelling tip, with rough values: a sample bias of $+3$ V, a work function of 4.5 eV on both sides, and a gap of 8 Å (0.80 nm). The mean field is $3/8$ V/Å, or 37.5 MV/cm.

I use planar electrodes, each a well 3 Å wide. With energies measured from the vacuum level at the tip, the barrier in the gap is

$$U(z)=-3\left(1-\frac z8\right)\ \text{eV},\qquad z\ \text{in Å},$$

for both states. Beyond the gap it continues at $-3$ eV on the sample side and at 0 on the tip side, except in the wells. The well depths are tuned so that each state lies at $-4.5$ eV, the tip Fermi level. An electron there sees a barrier of 1.5 eV at the sample edge and 4.5 eV at the tip edge.

The states were found by diagonalization on a grid. At 2, 4 and 6 Å the matrix element is the same,

$$M=-7.241\times10^{-4}\ \text{eV}=-2.661\times10^{-5}\ \text{hartree}.$$

The digits belong to a grid of spacing 0.01 Å, whose sampled well edges make the barrier 0.01 Å too wide. With exact edges $M=-7.304\times10^{-4}$ eV, 0.9% larger in size. The other planar matrix elements below carry errors of up to about the same size; the invariance is not affected.

**Q.** I see a relative spread of $10^{-12}$ across the gap in the numerical output. No grid is that good.

**A.** You are right to be suspicious. The grid equation uses the three-point second difference, and it conserves its own version of the flux, $(\chi_i\psi_{i+1}-\psi_i\chi_{i+1})/h$, from link to link when energies and potentials agree. The centred derivative used here gives the mean over two neighbouring links, so it is constant too. The spread therefore measures rounding, not the accuracy of $M$.

More telling is the joint double well, whose half-splitting is $7.24106\times10^{-4}$ eV against $|M|=7.24105\times10^{-4}$ eV. That calculation uses neither separate state nor any surface, though it shares the tuned well depths and the same grid, and therefore the same error at the well edges.

In the middle of the tip well the flux has fallen to less than a fifth of its gap value. There $U_S-U_T$ is $0-(-6.231)=6.231$ eV, and the drift law pushes the negative $M$ towards zero.

**Q.** You left out the image potential. At 8 Å it is hardly a detail.

**A.** It is the largest omission among those I sized. Put into the shared barrier the classical image potential of two perfectly conducting planes, each 1 Å behind its barrier edge, and retune the wells to keep the level at $-4.5$ eV. At mid-gap it lowers the barrier by 1.00 eV. Within about 1 Å of the sample edge it pulls the potential below the level, so the remaining barrier is also thinner than the gap. The result is $M=-5.72\times10^{-3}$ eV, larger in magnitude by a factor 7.9. In the golden rule the rate goes as $|M|^2$, which rises by a factor of about 62 at fixed densities of states. This factor depends strongly on the assumed distance of 1 Å: with 1.5 Å it is about 28. It also depends on the model wells: at a distance of 1 Å, wells 2 Å wide give about 43 and wells 5 Å wide about 106.

Yet $M$ is again the same on every plane from 2 to 6 Å. The image potential changes the value, not the invariance, because both states share it. Half the double-well splitting is now $5.724\times10^{-3}$ eV, within about 0.02% of $|M|$.

**Q.** In practice I would compute each electrode alone. Then each state has its own image potential.

**A.** That depends on the method: the usual local density functionals do not produce the long-range image tail. If yours does include it, the potentials differ in the gap and $M$ will in general drift. With one-surface images added to the same tilted barrier, $M$ goes from $-4.35\times10^{-3}$ eV at 2 Å to $-4.46\times10^{-3}$ eV at 6 Å, a change of 2.4%.

**Q.** That is surprisingly harmless.

**A.** The choice of planes flatters it. The difference of the two image potentials is proportional to

$$-\left(\frac1{z+1}-\frac1{9-z}\right),\qquad z\ \text{in Å},$$

which is odd about the mid-plane at 4 Å. With $\chi\psi>0$, the drift from 2 to 4 Å is negative and that from 4 to 6 Å is positive, so they partly cancel. The change up to mid-gap must be larger in size than the net change I quoted: from 2 to 4 Å, $|M|$ grows by about 13%.

**Q.** And if I compute the two electrodes without the bias field, and merely line up the levels afterwards?

**A.** That is much worse. The sample state then sees a flat barrier 1.5 eV above its level everywhere, and the tip state one of 4.5 eV. The decay constants are

$$\kappa_S=\sqrt{1.5/3.810}=0.627\ \text{Å}^{-1},\qquad\kappa_T=1.087\ \text{Å}^{-1}.$$

Between 2 and 6 Å the one-dimensional formula predicts a ratio $e^{(1.087-0.627)\times4}\approx6.3$. The computed values are $-3.50\times10^{-4}$ and $-2.20\times10^{-3}$ eV, a ratio of 6.28. The inferred rate would change by a factor of about 39 with the placement of the surface. The energies are equal throughout, so this is a direct counterexample to the claim that equal energy suffices.

**Q.** What about unequal energies? The electron that breaks a Si–H bond must lose some.

**A.** Take a stretching quantum of roughly 0.25 eV and put the sample state that much lower, keeping the shared tilted barrier without images. The drift can be estimated from the local decay constant $\kappa=\sqrt{W/K}$, where $K=\hbar^2/2m$ and $W=1.5+0.375z$ is the barrier above the tip level in eV. Raising $W$ by $\Delta$ raises $\kappa$ by about $\Delta/(2\sqrt{KW})$, so

$$\ln\frac{M(6)}{M(2)}\approx-\int_2^6\frac{\Delta\,dz}{2\sqrt{KW}}=-\frac{\Delta}{0.375\sqrt K}\left(\sqrt{3.75}-\sqrt{2.25}\right)\approx-0.149 .$$

That means a ratio of 0.86; the computed ratio is 0.864. The surface change is $9.274\times10^{-5}$ eV, and the volume integral of the drift law gives the same number.

This sizes the mismatch, but it is not a theory of bond breaking. There the energy of electron and vibration together is conserved, and the matrix element must contain their coupling.

**Q.** Does temperature spoil the equality?

**A.** Not for elastic tunnelling, where the two states of each pair have equal energy whatever that energy is. Temperature changes which pairs take part. Raising both levels by $kT=0.0259$ eV, the value at 300 K, increases $|M|$ by about 2.8%, and $M$ remains independent of the plane.

**Q.** How far is all this from a real lithography tool?

**A.** A bias of a few volts and a gap somewhat below or near a nanometre are in the usual range. The field of 37.5 MV/cm is high compared with what solid insulators survive, but it acts here across a vacuum gap. The value of $M$ belongs to one pair of planar model states and is no prediction of a current. The assumption that fails most clearly is the bare trapezoidal barrier: the image potential raises $|M|^2$ by a factor of about 62 with wells 3 Å wide and image planes 1 Å behind the barrier edges, and still by about 17 with 2 Å. Silicon screens less completely than a perfect conductor: treating the sample as a dielectric with constant 11.7, with wells 3 Å wide and image planes at 1 Å, lowers the factor from 62 to about 45. Band bending in the silicon, its band structure and the atomic shape of the tip are left out, and I have not sized them.

**Q.** So if I find that my $M$ does not move with the surface, may I believe its value?

**A.** No. The trapezoidal barrier with and without images gave two values differing by a factor 7.9, each perfectly independent of the surface. If no flux passes through the sides, constancy shows only that the right side of the drift law integrates to zero between the surfaces you tried; it does not show that the barrier is the right one. It does not even prove that the energies agree: raise $U_S$ and $E_S$ together by 1 eV, and neither $\psi$ nor $M$ changes, though the levels are no longer resonant. On flat planes a mismatch of the potentials can also average out sideways, so try a curved surface too. A drift tells you more. With the real, local potentials assumed here and no magnetic field, if $M$ moves by more than your numerical error, then the energies differ, the potentials differ, flux escapes through the sides, or the surface has entered an electrode. The drift law tells you how much each of the first two contributes.

## Computed results

```
hbar^2/2m = 3.8100 eV A^2
work function = 4.50 eV, sample bias = 3.00 V
gap = 8.00 A = 0.80 nm, well width = 3.00 A
mean field in gap = 37.5 MV/cm
3D: decay constant = 1.0868 1/A
3D: closed-form M = -1.734283e-04 eV
3D: M on plane z=2 A = -1.734283e-04 eV
3D: M on plane z=4 A = -1.734283e-04 eV
3D: M on plane z=6 A = -1.734283e-04 eV
3D: M on tilted plane = -1.734283e-04 eV
3D: M on dome = -1.734283e-04 eV
3D: M on ripple = -1.734283e-04 eV
3D: |M| on plane 2 A beyond tip centre / |M| = 2.1e-15
3D: half of exact level splitting = 1.734283e-04 eV
3D, mismatch 0.25 eV: M(6 A)-M(2 A) = 1.68519e-05 eV
3D, mismatch 0.25 eV: volume integral = 1.68519e-05 eV
planar: level = -4.50 eV, well bottoms: sample -5.734, tip -6.231 eV
planar: M at 2, 4, 6 A = -7.241052e-04, -7.241052e-04, -7.241052e-04 eV
planar: M at 4 A = -2.6610e-05 hartree
planar: relative spread of M from 0.1 to 7.9 A = 1.1e-12
planar: volume matrix element = -7.241052e-04 eV
planar: half of double-well splitting = 7.241060e-04 eV
planar: M at middle of tip well / M in gap = 0.186
shared image: potential at mid-gap = -0.998 eV
shared image: M = -5.7228e-03 eV, |M| ratio to no image = 7.90
shared image: |M|^2 ratio to no image = 62.5
shared image: relative spread of M, 2 to 6 A = 1.2e-12
shared image: half of double-well splitting = 5.7237e-03 eV
separate images: M at 2, 6 A = -4.3531e-03, -4.4582e-03 eV, ratio 6 A/2 A = 1.024
separate images: M(6 A)-M(2 A) = -1.0511e-04, volume integral = -1.0511e-04 eV
field left out: M at 2, 6 A = -3.4981e-04, -2.1967e-03 eV, ratio 6 A/2 A = 6.280
field left out: M(6 A)-M(2 A) = -1.8468e-03, volume integral = -1.8468e-03 eV
mismatch 0.25 eV: M at 2, 6 A = -6.7979e-04, -5.8705e-04 eV, ratio 6 A/2 A = 0.864
mismatch 0.25 eV: M(6 A)-M(2 A) = 9.2742e-05, volume integral = 9.2742e-05 eV
kT at 300 K = 0.0259 eV
both levels raised by kT: |M| changes by 2.85 %
```
